# Sphere-Limited Gaussian Collocation on Orthorhombic Grids and Its Adjoint Integration: a numerical check

```python
"""
Result under test: a product of two Cartesian Gaussian shells is placed on a
periodic orthorhombic grid by three 1D tables and nested contractions inside
a sphere; running the contractions backwards is the adjoint linear map:
    dV * sum_g V_g (Q D)_g = sum_ab (Q* V)_ab D_ab.
Symbols: A, B shell centres; alpha, beta exponents; p, P exponent and centre
of the product; D coefficient block; V grid potential; R sphere radius;
W polynomial coefficients of every function pair about P; dV volume per point.
Atomic units; the primitive functions are unnormalised.
"""
import math
import numpy as np
from numpy.polynomial import polynomial as poly
from scipy.integrate import quad
from scipy.optimize import brentq

A = np.array([0.3, 9.6, 5.1])
B = np.array([1.1, 9.1, 5.9])
alpha, beta = 0.9, 0.6
p = alpha + beta
P = (alpha * A + beta * B) / p
K = math.exp(-alpha * beta / p * np.sum((A - B) ** 2))
P_SHELL = [(1, 0, 0), (0, 1, 0), (0, 0, 1)]
D_SHELL = [(2, 0, 0), (1, 1, 0), (1, 0, 1), (0, 2, 0), (0, 1, 1), (0, 0, 2)]
DEG = 3
MONOMIALS = [(l, m, n) for l in range(DEG + 1) for m in range(DEG + 1 - l)
             for n in range(DEG + 1 - l - m)]
PAIRS = [(l, m) for l in range(DEG + 1) for m in range(DEG + 1 - l)]
D = np.array([[((3 * a + 5 * b) % 11 - 5) / 10 for b in range(6)]
              for a in range(3)])


def pair_polynomials():
    """Coefficients of each function pair in powers of r-P, including K."""
    W = np.zeros((3, 6, DEG + 1, DEG + 1, DEG + 1))
    for a, pa in enumerate(P_SHELL):
        for b, pb in enumerate(D_SHELL):
            axes = []
            for q in range(3):
                e = poly.polymul(poly.polypow([P[q] - A[q], 1.0], pa[q]),
                                 poly.polypow([P[q] - B[q], 1.0], pb[q]))
                full = np.zeros(DEG + 1)
                full[:len(e)] = e
                axes.append(full)
            W[a, b] = K * np.einsum('l,m,n->lmn', *axes)
    return W


W = pair_polynomials()
degree_weight = np.zeros(DEG + 1)
for l, m, n in MONOMIALS:
    degree_weight[l + m + n] += np.abs(W[:, :, l, m, n]).sum()


def envelope(r):
    """Upper bound of the sum of |phi_a phi_b| at distance r from P."""
    return math.exp(-p * r * r) * sum(c * r ** s
                                      for s, c in enumerate(degree_weight))


EPS = 1e-8
R = brentq(lambda r: envelope(r) - EPS, math.sqrt(DEG / (2 * p)), 12.0,
           xtol=1e-13)


def index_range(centre, half_width, h):
    return range(math.ceil((centre - half_width) / h),
                 math.floor((centre + half_width) / h) + 1)


def make_tables(radius, h):
    starts, tables = [], []
    for q in range(3):
        idx = index_range(P[q], radius, h[q])
        u = np.arange(idx.start, idx.stop) * h[q] - P[q]
        gauss = np.exp(-p * u * u)
        starts.append(idx.start)
        tables.append(np.array([u ** s * gauss for s in range(DEG + 1)]))
    return starts, tables


def half_chord(radius, *offsets):
    return math.sqrt(max(0.0, radius ** 2 - sum(d * d for d in offsets)))


def collocate(block, cell, shape, radius, accumulate=True):
    """Coefficient block -> periodic grid; also returns work counters."""
    h = cell / np.array(shape)
    (x0, y0, z0), (X, Y, Z) = make_tables(radius, h)
    C = np.einsum('ab,ablmn->lmn', block, W)
    grid = np.zeros(shape)
    work, points = 0, 0
    for k in index_range(P[2], radius, h[2]):
        dz = k * h[2] - P[2]
        plane = np.zeros((DEG + 1, DEG + 1))
        for l, m, n in MONOMIALS:
            plane[l, m] += C[l, m, n] * Z[n, k - z0]
            work += 1
        for j in index_range(P[1], half_chord(radius, dz), h[1]):
            dy = j * h[1] - P[1]
            row = np.zeros(DEG + 1)
            for l, m in PAIRS:
                row[l] += plane[l, m] * Y[m, j - y0]
                work += 1
            chord = index_range(P[0], half_chord(radius, dz, dy), h[0])
            i = np.arange(chord.start, chord.stop)
            values = row @ X[:, i - x0]
            work += values.size * (DEG + 1)
            points += values.size
            target = (i % shape[0], j % shape[1], k % shape[2])
            if accumulate:
                np.add.at(grid, target, values)
            else:
                grid[target] += values  # repeated indices overwrite
    return grid, work, points


def integrate(potential, cell, shape, radius):
    """Periodic grid -> coefficient block, by the reversed contractions."""
    h = cell / np.array(shape)
    (x0, y0, z0), (X, Y, Z) = make_tables(radius, h)
    G = np.zeros((DEG + 1, DEG + 1, DEG + 1))
    for k in index_range(P[2], radius, h[2]):
        dz = k * h[2] - P[2]
        plane = np.zeros((DEG + 1, DEG + 1))
        for j in index_range(P[1], half_chord(radius, dz), h[1]):
            dy = j * h[1] - P[1]
            chord = index_range(P[0], half_chord(radius, dz, dy), h[0])
            i = np.arange(chord.start, chord.stop)
            gathered = potential[i % shape[0], j % shape[1], k % shape[2]]
            row = X[:, i - x0] @ gathered
            for l, m in PAIRS:
                plane[l, m] += row[l] * Y[m, j - y0]
        for l, m, n in MONOMIALS:
            G[l, m, n] += plane[l, m] * Z[n, k - z0]
    return np.prod(h) * np.einsum('ablmn,lmn->ab', W, G)


def direct_pairs(cell, shape):
    """Pair functions from their two-centre definition, image by image."""
    h = cell / np.array(shape)
    base = np.indices(shape).reshape(3, -1).T * h
    total = np.zeros((3, 6, len(base)))
    largest_dropped = 0.0
    for shift in np.ndindex(5, 5, 5):
        r = base + (np.array(shift) - 2) * cell
        ra, rb = r - A, r - B
        ga = np.exp(-alpha * np.sum(ra ** 2, axis=1))
        gb = np.exp(-beta * np.sum(rb ** 2, axis=1))
        fa = np.array([np.prod(ra ** np.array(s), axis=1) * ga
                       for s in P_SHELL])
        fb = np.array([np.prod(rb ** np.array(s), axis=1) * gb
                       for s in D_SHELL])
        inside = np.sum((r - P) ** 2, axis=1) <= R * R
        total += (fa * inside)[:, None, :] * fb[None, :, :]
        magnitude = np.abs(fa).sum(axis=0) * np.abs(fb).sum(axis=0)
        largest_dropped = max(largest_dropped,
                              np.max(np.where(inside, 0.0, magnitude)))
    return total.reshape((3, 6) + tuple(shape)), largest_dropped


cell, shape = np.array([9.0, 10.0, 11.0]), (20, 22, 24)
small_cell, small_shape = cell / 2, (10, 11, 12)
h = cell / np.array(shape)
dV = np.prod(h)
rng = np.random.default_rng(7)
report = {}

# Both maps against direct sums, and the adjoint identity, in two cells.
for name, c, s in (("main", cell, shape), ("small", small_cell, small_shape)):
    pairs, dropped = direct_pairs(c, s)
    density, work, points = collocate(D, c, s, R)
    V = rng.uniform(-1, 1, s)
    block = integrate(V, c, s, R)
    weight = np.prod(c / np.array(s))
    err_n = np.max(np.abs(density - np.einsum('ab,abxyz->xyz', D, pairs)))
    err_v = np.max(np.abs(block - weight *
                          np.einsum('abxyz,xyz->ab', pairs, V)))
    left = weight * np.sum(V * density)
    right = np.sum(block * D)
    scale = weight * np.sum(np.abs(V * density))
    assert err_n < 1e-12 and err_v < 1e-12
    assert abs(left - right) < 1e-12 * scale
    assert dropped <= EPS
    report[name] = (density, work, points, V, block, err_n, err_v,
                    left, right, dropped, pairs)

# A chord longer than the cell edge needs accumulation of repeated indices.
assert 2 * R > small_cell[0] + h[0]
overwritten = collocate(D, small_cell, small_shape, R, accumulate=False)[0]
overwrite_error = np.max(np.abs(overwritten - report["small"][0]))
overwrite_left = dV * np.sum(report["small"][3] * overwritten)
overwrite_gap = abs(overwrite_left - report["small"][8])
assert overwrite_error > 1e-3 and overwrite_gap > 1e-6

# Overlaps from the grid against adaptive quadrature of the definition.
overlap = integrate(np.ones(shape), cell, shape, R)
reference = np.ones((3, 6))
for a, pa in enumerate(P_SHELL):
    for b, pb in enumerate(D_SHELL):
        for q in range(3):
            reference[a, b] *= quad(
                lambda x: (x - A[q]) ** pa[q] * (x - B[q]) ** pb[q]
                * math.exp(-alpha * (x - A[q]) ** 2 - beta * (x - B[q]) ** 2),
                P[q] - 8, P[q] + 8, epsabs=1e-13, epsrel=1e-12, limit=200)[0]
overlap_error = np.max(np.abs(overlap - reference))
tail = quad(lambda r: 4 * math.pi * r * r * envelope(r), R, R + 8,
            epsabs=1e-14)[0]
assert overlap_error < tail

# Derivatives of a nonlinear grid energy against central differences.
background = 1.0
cx = 0.75 * (3 / math.pi) ** (1 / 3)


def exchange_energy(block):
    total = background + collocate(block, cell, shape, R)[0]
    assert total.min() > 0
    return -cx * dV * np.sum(total ** (4 / 3))


n_total = background + report["main"][0]
vx = -4 / 3 * cx * n_total ** (1 / 3)
gradient = integrate(vx, cell, shape, R)
step = 1e-3
numeric = np.zeros((3, 6))
for a, b in np.ndindex(3, 6):
    change = np.zeros((3, 6))
    change[a, b] = step
    numeric[a, b] = (exchange_energy(D + change)
                     - exchange_energy(D - change)) / (2 * step)
gradient_error = np.max(np.abs(gradient - numeric))
wrong_radius = 0.6 * R
wrong_error = np.max(np.abs(integrate(vx, cell, shape, wrong_radius)
                            - numeric))
assert gradient_error < 1e-7
assert wrong_error > 1e-5 and wrong_error > 100 * gradient_error

# One grid value followed through the tables.
point = (2, 21, 12)
offset = np.array(point) * h - P
lines = [np.array([u ** s * math.exp(-p * u * u) for s in range(DEG + 1)])
         for u in offset]
C = np.einsum('ab,ablmn->lmn', D, W)
row = np.einsum('lmn,m,n->l', C, lines[1], lines[2])
traced = row @ lines[0]
(density, work, points, V, block, err_n, err_v, left, right,
 dropped, pairs) = report["main"]
direct_value = np.sum(D * pairs[(slice(None), slice(None)) + point])
assert abs(traced - density[point]) < 1e-13
assert abs(traced - direct_value) < 1e-13
table_exponentials = sum(t.shape[1] for t in make_tables(R, h)[1])


def show(values, digits=6):
    return " ".join(f"{v:.{digits}f}" for v in values)


print("centre A (bohr):", show(A, 2))
print("centre B (bohr):", show(B, 2))
print(f"alpha, beta, p (bohr^-2): {alpha:.2f} {beta:.2f} {p:.2f}")
print("product centre P (bohr):", show(P, 4))
print(f"prefactor K (no unit): {K:.6f}")
print("cell edges (bohr):", show(cell, 2))
print("grid points per edge:", *shape)
print("grid spacings (bohr):", show(h))
print(f"volume per point dV (bohr^3): {dV:.6f}")
for a, label in enumerate("xyz"):
    print(f"D row p_{label}; xx xy xz yy yz zz (a.u.):", show(D[a], 1))
print(f"cutoff threshold eps (a.u.): {EPS:.1e}")
print(f"sphere radius R (bohr): {R:.6f}")
print(f"largest dropped pair sum, main cell (a.u.): {dropped:.2e}")
print("points in sphere:", points)
print("exponentials in three tables:", table_exponentials)
print("monomials up to degree 3:", len(MONOMIALS))
print("nested multiply-adds:", work)
print("pointwise monomial multiply-adds:", points * len(MONOMIALS))
print(f"ratio pointwise/nested: {points * len(MONOMIALS) / work:.3f}")
print("traced grid index:", *point)
print("traced offset from P (bohr):", show(offset))
for label, values in zip("XYZ", lines):
    print(f"table {label}, powers 0..3 (a.u.):", show(values, 8))
print("row coefficients, powers 0..3 (a.u.):", show(row, 8))
print(f"traced value, nested (a.u.): {traced:.10f}")
print(f"traced value, two-centre definition (a.u.): {direct_value:.10f}")
print(f"max collocation error, main cell (a.u.): {err_n:.1e}")
print(f"max integration error, main cell (a.u.): {err_v:.1e}")
print(f"grid side of adjoint identity (hartree): {left:.12f}")
print(f"coefficient side of identity (hartree): {right:.12f}")
print(f"difference of the sides (hartree): {abs(left - right):.1e}")
print("small cell edges (bohr):", show(small_cell, 2))
print(f"small cell, grid side (hartree): {report['small'][7]:.12f}")
print(f"small cell, coefficient side (hartree): {report['small'][8]:.12f}")
print(f"small cell, overwrite density error (a.u.): {overwrite_error:.3e}")
print(f"small cell, overwrite adjoint gap (hartree): {overwrite_gap:.3e}")
print(f"overlap p_x,d_xx from grid (a.u.): {overlap[0, 0]:.10f}")
print(f"overlap p_x,d_xx by quadrature (a.u.): {reference[0, 0]:.10f}")
print(f"max overlap error, 18 pairs (a.u.): {overlap_error:.1e}")
print(f"envelope tail integral (a.u.): {tail:.2e}")
print(f"background density (bohr^-3): {background:.1f}")
print(f"minimum total density (bohr^-3): {n_total.min():.6f}")
print(f"dE/dD p_x,d_xx by adjoint (hartree): {gradient[0, 0]:.9f}")
print(f"dE/dD p_x,d_xx by differences (hartree): {numeric[0, 0]:.9f}")
print(f"difference step in D (a.u.): {step:.1e}")
print(f"max derivative error, same R (hartree): {gradient_error:.1e}")
print(f"reduced integration radius (bohr): {wrong_radius:.6f}")
print(f"max derivative error, reduced R (hartree): {wrong_error:.3e}")
print("finished without a failed check")
```

Output:

```
centre A (bohr): 0.30 9.60 5.10
centre B (bohr): 1.10 9.10 5.90
alpha, beta, p (bohr^-2): 0.90 0.60 1.50
product centre P (bohr): 0.6200 9.4000 5.4200
prefactor K (no unit): 0.576488
cell edges (bohr): 9.00 10.00 11.00
grid points per edge: 20 22 24
grid spacings (bohr): 0.450000 0.454545 0.458333
volume per point dV (bohr^3): 0.093750
D row p_x; xx xy xz yy yz zz (a.u.): -0.5 0.0 0.5 -0.1 0.4 -0.2
D row p_y; xx xy xz yy yz zz (a.u.): -0.2 0.3 -0.3 0.2 -0.4 0.1
D row p_z; xx xy xz yy yz zz (a.u.): 0.1 -0.5 0.0 0.5 -0.1 0.4
cutoff threshold eps (a.u.): 1.0e-08
sphere radius R (bohr): 4.098165
largest dropped pair sum, main cell (a.u.): 1.77e-09
points in sphere: 3085
exponentials in three tables: 54
monomials up to degree 3: 20
nested multiply-adds: 15250
pointwise monomial multiply-adds: 61700
ratio pointwise/nested: 4.046
traced grid index: 2 21 12
traced offset from P (bohr): 0.280000 0.145455 0.080000
table X, powers 0..3 (a.u.): 0.88905160 0.24893445 0.06970165 0.01951646
table Y, powers 0..3 (a.u.): 0.96876275 0.14091095 0.02049614 0.00298126
table Z, powers 0..3 (a.u.): 0.99044593 0.07923567 0.00633885 0.00050711
row coefficients, powers 0..3 (a.u.): 0.04484949 -0.11312588 0.09453747 -0.27657238
traced value, nested (a.u.): 0.0129042890
traced value, two-centre definition (a.u.): 0.0129042890
max collocation error, main cell (a.u.): 3.3e-16
max integration error, main cell (a.u.): 1.2e-16
grid side of adjoint identity (hartree): 0.059384657689
coefficient side of identity (hartree): 0.059384657689
difference of the sides (hartree): 6.9e-18
small cell edges (bohr): 4.50 5.00 5.50
small cell, grid side (hartree): -0.042692687098
small cell, coefficient side (hartree): -0.042692687098
small cell, overwrite density error (a.u.): 1.241e-01
small cell, overwrite adjoint gap (hartree): 1.977e-02
overlap p_x,d_xx from grid (a.u.): -0.2439386012
overlap p_x,d_xx by quadrature (a.u.): -0.2439386015
max overlap error, 18 pairs (a.u.): 6.3e-10
envelope tail integral (a.u.): 1.85e-07
background density (bohr^-3): 1.0
minimum total density (bohr^-3): 0.865026
dE/dD p_x,d_xx by adjoint (hartree): 0.246295784
dE/dD p_x,d_xx by differences (hartree): 0.246295784
difference step in D (a.u.): 1.0e-03
max derivative error, same R (hartree): 1.7e-10
reduced integration radius (bohr): 2.458899
max derivative error, reduced R (hartree): 1.199e-03
finished without a failed check
```
